# Closure Rule for Reduced Matrix Elements of Spherical Tensors, part 2

We seek the sum, over all final $l'$, of the squared reduced elements of the tensor $C^k$ acting on an orbital $Y_{lm}$. Angular momenta are in units of $\hbar$. The states $|\alpha jm\rangle$ are orthonormal eigenstates of $\mathbf J^2$ and $J_z$, and $\alpha$ stands for all other labels. In the direction $\mathbf n$, the operator $C^k_q$ ($q=-k,\dots,k$) multiplies by

$$C^k_q(\mathbf n)=\sqrt{\frac{4\pi}{2k+1}}\,Y_{kq}(\mathbf n).\tag{13}$$

The harmonics are orthonormal, with $Y_{l0}$ positive at the north pole $\mathbf n=\mathbf z$. The tensor is self-adjoint: $(C^k_q)^\dagger=(-1)^qC^k_{-q}$. With $\mathbf L=-i\,\mathbf r\times\nabla$, $L_+C^k_q=c(k,q)C^k_{q+1}$, where

$$c(j,m)=\sqrt{j(j+1)-m(m+1)}\tag{1}$$

The $3j$ symbol, written in a line as $(j_1\,j_2\,j_3;m_1\,m_2\,m_3)$, is

$$\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}=\frac{(-1)^{j_1-j_2-m_3}}{\sqrt{2j_3+1}}\langle j_1m_1j_2m_2|j_3,-m_3\rangle .\tag{4}$$

By Lemma 1, permuting its columns changes it at most by a sign independent of the $m$ values. Lemma 2 states that, for allowed triangles,

$$\sum_{m_1m_2}\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}\begin{pmatrix}j_1&j_2&j_3'\\m_1&m_2&m_3'\end{pmatrix}=\frac{\delta_{j_3j_3'}\delta_{m_3m_3'}}{2j_3+1},\tag{5}$$

and likewise with any other column distinguished.

Reduced elements of a rank-$k$ spherical tensor $T_q$ are defined by

$$\langle\alpha'j'm'|T_q|\alpha jm\rangle=(-1)^{j'-m'}\begin{pmatrix}j'&k&j\\-m'&q&m\end{pmatrix}\langle\alpha'j'\|T\|\alpha j\rangle .\tag{6}$$

Theorem 1: if the vectors $T_q|\alpha jm\rangle$ have finite norm and the final states are complete, then for every $m$

$$\sum_{\alpha'j'}|\langle\alpha'j'\|T\|\alpha j\rangle|^2=(2j+1)\,\langle\alpha jm|\sum_qT_q^\dagger T_q|\alpha jm\rangle .\tag{7}$$

Each final level separately obeys

$$\sum_{m'q}|\langle\alpha'j'm'|T_q|\alpha jm\rangle|^2=\frac{|\langle\alpha'j'\|T\|\alpha j\rangle|^2}{2j+1}.\tag{8}$$

If the right side of (6) is instead written $\langle jm\,kq|j'm'\rangle\,t_{\alpha'j'}$, then

$$|\langle\alpha'j'\|T\|\alpha j\rangle|^2=(2j'+1)|t_{\alpha'j'}|^2 .\tag{12}$$

The computed values at the end also cover an earlier example: the vector $T_q$ of creation operators of an isotropic three-dimensional oscillator, for the level with $n=3$ quanta and $l=1$. There $\sum_qT_q^\dagger T_q=N+3$ governs the sum over final levels and $\sum_qT_qT_q^\dagger=N$ the sum over initial levels, where $N$ is the total number of quanta. The listing writes $T_q^\dagger$ as `T_q^+`.

**Lemma 4 (unit sum).** In every direction and for every integer $k\ge0$,

$$S(\mathbf n)=\sum_{q=-k}^k|C^k_q(\mathbf n)|^2=1.\tag{14}$$

*Proof.* Omit the superscript $k$. Each term $C_q^*C_q$ is independent of the azimuth, so $L_zS=0$. For the raising operator,

$$L_+C_q^*=(-1)^qL_+C_{-q}=(-1)^qc(k,-q)C_{-q+1}=-c(k,q-1)C_{q-1}^* .$$

The last step uses $c(k,-q)=c(k,q-1)$ and $C_{-(q-1)}=(-1)^{q-1}C_{q-1}^*$. The product rule gives

$$L_+S=-\sum_qc(k,q-1)C_{q-1}^*C_q+\sum_qc(k,q)C_q^*C_{q+1}.$$

Replacing $q$ by $q+1$ in the first sum turns it into the negative of the second. The end terms cause no difficulty, because $c(k,k)=c(k,-k-1)=0$. Hence $L_+S=0$.

Since $\mathbf L$ is $-i$ times a real operator, $(L_+f)^*=-L_-f^*$. The function $S$ is real, so $L_-S=0$ as well. All three components of $\mathbf r\times\nabla S$ vanish, the gradient along the sphere is zero, and $S$ is constant.

The constant follows from the normalization of the harmonics:

$$4\pi S=\int S\,d\Omega=\sum_q\frac{4\pi}{2k+1}\int|Y_{kq}|^2d\Omega=4\pi .$$

Thus $S=1$. $\square$

At the north pole the azimuth is undefined. A continuous function proportional to $e^{iq\phi}$ with $q\neq0$ must vanish there. Equation (14) then leaves $|C_0^k(\mathbf z)|=1$, and the sign convention makes this component positive:

$$C^k_q(\mathbf z)=\delta_{q0},\qquad Y_{lm}(\mathbf z)=\delta_{m0}\sqrt{\frac{2l+1}{4\pi}} .\tag{15}$$

**Theorem 3.** For all integers $l\ge0$ and $k\ge0$,

$$\sum_{l'}|\langle l'\|C^k\|l\rangle|^2=2l+1 .\tag{16}$$

*Proof.* The harmonics $Y_{l'm'}$ are complete on the sphere and contain each $l'$ once, so no further label is needed. The functions $C_q^k$ are bounded, so all norms are finite. By Lemma 4, $\sum_q(C_q^k)^\dagger C_q^k$ is multiplication by 1, and its mean in any normalized state is 1. Theorem 1 gives (16). $\square$

The rank changes the distribution among the final levels but leaves the total unchanged. By (8), the numbers

$$p_{l'}=\frac{|\langle l'\|C^k\|l\rangle|^2}{2l+1}\tag{17}$$

are non-negative and add up to 1. They are the shares of the different $l'$ in the summed squared norm of the functions $C^k_qY_{lm}$.

Two selection rules restrict the terms. The triangle condition requires $|l-k|\le l'\le l+k$. Under $\mathbf n\to-\mathbf n$ the harmonics acquire $(-1)^l$, so an integral of three of them vanishes unless $l'+k+l$ is even. For $k>2l$ these rules leave $l'=k-l,k-l+2,\dots,k+l$, and all final levels lie above $l$. The proof of Theorem 3 makes no distinction between this case and small $k$.

**Proposition 1 (the individual terms).** The reduced elements are

$$\langle l'\|C^k\|l\rangle=(-1)^{l'}\sqrt{(2l'+1)(2l+1)}\begin{pmatrix}l'&k&l\\0&0&0\end{pmatrix}.\tag{18}$$

*Proof.* Let $R_L=\langle L\|C^k\|l\rangle$. Expansion in harmonics and (6) give

$$C_q^kY_{lm}=\sum_{LM}Y_{LM}(-1)^{L-M}\begin{pmatrix}L&k&l\\-M&q&m\end{pmatrix}R_L .$$

The triangle condition makes this a finite sum, so the equality holds at every point. For an allowed $l'$, multiply by $(l'\,k\,l;0\,q\,m)$ and sum over $q$ and $m$. Lemma 2, with the first column distinguished, reduces the right side to the term $L=l'$, $M=0$:

$$\sum_{qm}\begin{pmatrix}l'&k&l\\0&q&m\end{pmatrix}C_q^k(\mathbf n)Y_{lm}(\mathbf n)=\frac{(-1)^{l'}R_{l'}}{2l'+1}Y_{l'0}(\mathbf n).$$

Set $\mathbf n=\mathbf z$. By (15) only $q=m=0$ survives on the left, and after cancelling $1/\sqrt{4\pi}$,

$$\begin{pmatrix}l'&k&l\\0&0&0\end{pmatrix}\sqrt{2l+1}=\frac{(-1)^{l'}R_{l'}}{\sqrt{2l'+1}} .$$

Solving for $R_{l'}$ gives (18). If the triangle is forbidden, both sides of (18) are zero. $\square$

Substituting (18) in (16) turns the closure rule into

$$\sum_{l'}(2l'+1)\begin{pmatrix}l'&k&l\\0&0&0\end{pmatrix}^2=1 .\tag{19}$$

This identity also follows directly from angular momentum coupling. By (4) and Lemma 1, each term is $\langle k0\,l0|l'0\rangle^2$, and the sum is the squared norm of the product state $|k0\rangle|l0\rangle$ expanded in coupled states. Together with (18), this gives a second proof of Theorem 3.

**Two limiting cases.** For $k=0$ the operator is the identity. The only final level is $l'=l$, and its squared reduced element is $2l+1$.

For $k=1$ the selection rules leave $l'=l\pm1$, and closure determines both terms without evaluation of a $3j$ symbol. Because $C^1$ is self-adjoint, $|\langle l'm'|C^1_q|lm\rangle|=|\langle lm|C^1_{-q}|l'm'\rangle|$. Summing (8) over the $2l+1$ values of $m$ shows that the squared reduced element is the sum of all squared matrix elements between the two levels. It is therefore unchanged when $l$ and $l'$ are exchanged. Let $a_l$ be its value between $l$ and $l+1$. Equation (16) becomes

$$a_l+a_{l-1}=2l+1,\qquad a_{-1}=0 .$$

The solution is $a_l=l+1$: it satisfies $a_0=1$, and if $a_{l-1}=l$, then $a_l=2l+1-l=l+1$. From $l$, the upward term is $l+1$ and the downward term is $l$. For $l=2$ these are 3 and 2, with sum 5.

**Worked example: a d orbital and $k=2$.** All quantities are dimensionless. Here $l=2$, and the allowed final values are $l'=0,2,4$. For $m'=q=m=0$, (6) reads $\langle l'0|C_0^2|20\rangle=(-1)^{l'}(l'\,2\,2;0\,0\,0)\,R_{l'}$. The sign is positive for even $l'$, so each reduced element is a ratio of an angular integral to a $3j$ symbol:

$$R_0=\frac{0.447214}{0.447214}=1.0000,\quad R_2=\frac{0.285714}{-0.239046}=-1.1952,\quad R_4=\frac{0.383326}{0.239046}=1.6036 .$$

Their squares are 1.000000, 1.428571 and 2.571429, and

$$1.000000+1.428571+2.571429=5.000000=2l+1 .$$

Division by 5 gives the shares $p_0=0.200000$, $p_2=0.285714$ and $p_4=0.514286$. Explicit sums over $q$ and $m'$ give these same three shares for $m=0$, 1 and 2, as (8) requires.

The example also shows how the rule fails when its conditions are not met. If the final states are restricted to the d shell, only 1.428571 of the total 5 remains. A restricted sum is a lower bound, since every omitted term is non-negative. If the squared elements in the normalization of (12) are added without weights, the result is

$$\frac{1.000000}{1}+\frac{1.428571}{5}+\frac{2.571429}{9}=1.571429,$$

which is not $2l+1$.

For a rank above $2l$, take $k=5$. The final values are $l'=3,5,7$, and

$$1.515152+1.282051+2.202797=5.000000 .$$

The numerical output gives the terms for all ranks from 0 to 6.

**One component alone.** Without the sum over $q$, the mean generally depends on $m$. For $l=1$ and $C_0^1=\cos\theta$, the mean of $\cos^2\theta$ is

$$\frac32\int_{-1}^1x^4dx=\frac35\quad(m=0),\qquad \frac34\int_{-1}^1(1-x^2)x^2dx=\frac15\quad(m=\pm1).$$

A single component obeys a rule of its own if one sums over $m$ instead. Lemma 2 with the middle column distinguished gives $\sum_{m'm}|\langle l'm'|C_q^k|lm\rangle|^2=|\langle l'\|C^k\|l\rangle|^2/(2k+1)$. Summing over $l'$ and using (16),

$$\sum_m\langle lm||C_q^k|^2|lm\rangle=\frac{2l+1}{2k+1}.$$

For the example this is $3/3=1$, in agreement with $\tfrac35+\tfrac15+\tfrac15$.

**Orbitals with a radial part.** Let the initial orbital be $f(r)Y_{lm}$ with $\int_0^\infty|f|^2r^2dr=1$, and let $T_q=g(r)C_q^k$. By Lemma 4, $\sum_qT_q^\dagger T_q=|g(r)|^2$. If the mean of $|g|^2$ is finite, Theorem 1 gives

$$\sum_{n'l'}|\langle n'l'\|gC^k\|fl\rangle|^2=(2l+1)\int_0^\infty|g(r)|^2|f(r)|^2r^2dr .\tag{20}$$

Here $n'$ labels a complete set of radial functions for each $l'$. For an atomic Hamiltonian such a set includes the continuum as well as the bound states. The choice $g=1$ restores $2l+1$. The choice $g=r$, $k=1$ describes the position vector and gives $(2l+1)\langle r^2\rangle$, which is the total electric dipole strength of the $2l+1$ orbitals of the level together, apart from the charge factor. A single orbital contributes $\langle r^2\rangle$. This is a one-electron total over all final orbitals, lower and degenerate ones included: for hydrogen 2p it is $3\times30=90$ bohr$^2$, of which 27 goes to the degenerate 2s level, about 1.7 to 1s and about 4.8 to the continuum. In a many-electron atom part of the sum runs into occupied orbitals, to which no transition is allowed. For a 2p orbital of neon in the Hartree–Fock approximation this part is about 22% of $\langle r^2\rangle$. For the atom as a whole, Theorem 1 must be applied to $\sum_i\mathbf r_i$, and it gives $(2j+1)\langle|\sum_i\mathbf r_i|^2\rangle$. For Hartree–Fock neon this is about two thirds of the sum of $\langle r^2\rangle$ over the ten electrons. If the integral in (20) diverges, the finite-norm condition of Theorem 1 is violated and the rule provides no finite total.

**Proposition 2 (spin included).** Couple $l$ with spin $\tfrac12$ to $j$. Since $C^k$ commutes with the spin, it is also a tensor of rank $k$ with respect to $\mathbf J=\mathbf L+\mathbf S$. Its reduced elements in the coupled basis satisfy

$$\sum_{j'}|\langle l'\tfrac12j'\|C^k\|l\tfrac12j\rangle|^2=\frac{2j+1}{2l+1}|\langle l'\|C^k\|l\rangle|^2 ,\tag{21}$$

and their sum over both $l'$ and $j'$ is $2j+1$.

*Proof.* Let $P_{l'}$ project on orbital angular momentum $l'$, and set $W=\sum_q(C_q^k)^\dagger P_{l'}C_q^k$. Within the multiplet $l$ its elements are

$$\langle lm_1|W|lm_2\rangle=\sum_{qm'}\langle l'm'|C_q^k|lm_1\rangle^*\langle l'm'|C_q^k|lm_2\rangle .$$

A non-zero term requires $m'=q+m_1=q+m_2$, so $W$ is diagonal. By (8) all its diagonal elements equal $p_{l'}$. Thus $W$ is $p_{l'}$ times the identity on the orbital multiplet, and it does not act on the spin. Its mean in the coupled state $|l\tfrac12jm\rangle$ is again $p_{l'}$.

Equation (8) in the coupled basis, summed over the $j'$ belonging to $l'$, says that this mean is the left side of (21) divided by $2j+1$. Inserting (17) gives (21). Summing over $l'$ with (16) gives $2j+1$. $\square$

For $d_{3/2}$ and $k=2$, the squared reduced elements are 0.800000 to $s_{1/2}$, 0.800000 to $d_{3/2}$, 0.342857 to $d_{5/2}$ and 2.057143 to $g_{7/2}$. Their total is 4.000000, equal to $2j+1$. The two d levels together have the share

$$\frac{0.800000+0.342857}{4}=0.285714,$$

which is the value of $p_2$ found without spin. Spin coupling divides the strength to a given $l'$ among its $j'$ levels, but it does not move strength from one $l'$ to another.

## Computed values

```
C^k acting on a d orbital, l = 2 (all numbers dimensionless)
k=0 squared reduced elements: l'=2: 5.000000; sum = 5.000000
k=1 squared reduced elements: l'=1: 2.000000, l'=3: 3.000000; sum = 5.000000
k=2 squared reduced elements: l'=0: 1.000000, l'=2: 1.428571, l'=4: 2.571429; sum = 5.000000
k=3 squared reduced elements: l'=1: 1.285714, l'=3: 1.333333, l'=5: 2.380952; sum = 5.000000
k=4 squared reduced elements: l'=2: 1.428571, l'=4: 1.298701, l'=6: 2.272727; sum = 5.000000
k=5 squared reduced elements: l'=3: 1.515152, l'=5: 1.282051, l'=7: 2.202797; sum = 5.000000
k=6 squared reduced elements: l'=4: 1.573427, l'=6: 1.272727, l'=8: 2.153846; sum = 5.000000
largest |sum - (2l+1)|, l=0..2, k=0..6: 3.6e-14
largest |sum_q |C_q|^2 - 1|, k=0..8: 8.9e-16
Detail for l = 2, k = 2
l'=0: <l'0|C_0|20> = 0.447214, 3j(l' 2 2;000) = 0.447214, reduced = 1.000000
   share of the mean for m=0,1,2: 0.200000, 0.200000, 0.200000
l'=2: <l'0|C_0|20> = 0.285714, 3j(l' 2 2;000) = -0.239046, reduced = -1.195229
   share of the mean for m=0,1,2: 0.285714, 0.285714, 0.285714
l'=4: <l'0|C_0|20> = 0.383326, 3j(l' 2 2;000) = 0.239046, reduced = 1.603567
   share of the mean for m=0,1,2: 0.514286, 0.514286, 0.514286
unweighted sum, bare Clebsch-Gordan normalization: 1.571429
Initial level d_3/2, k = 2
l'=0, j'=1/2: squared reduced element 0.800000
l'=2, j'=3/2: squared reduced element 0.800000
l'=2, j'=5/2: squared reduced element 0.342857
l'=4, j'=7/2: squared reduced element 2.057143
sum over l', j' = 4.000000; 2j+1 = 4
Oscillator creation vector, level n = 3, l = 1
final n'=4, l'=0: squared reduced element 4.000000
final n'=4, l'=2: squared reduced element 14.000000
final n'=4, l'=4: squared reduced element 0.000000
sum over final levels = 18.000000
mean of sum_q T_q^+ T_q = 6.000000, times 2l+1 = 18.000000
initial n'=2, l'=0: squared reduced element 5.000000
initial n'=2, l'=2: squared reduced element 4.000000
sum over initial levels = 9.000000
mean of sum_q T_q T_q^+ = 3.000000, times 2l+1 = 9.000000
```
